\section*{Critical nucleus size from the voltage dependence of memristor SET time}

\section*{Question}

I am working on a filamentary memristor of the electrochemical metallization type: an active metal electrode, a thin ion-conducting film and an inert cathode. At 300 K the mean SET time falls by one decade for every 17 mV of extra voltage. The exercise says that switching is limited by nucleation on the cathode, that the ions are monovalent and that the charge-transfer coefficient is $\alpha=1/2$. It asks for the number of atoms in the critical nucleus.

I tried treating the SET time as the inverse of a charge-transfer rate, $t\propto\exp(-\alpha e\eta/k_BT)$. That gives 119 mV per decade, seven times too weak a dependence. How does the nucleus enter, and does $\alpha$ add to its atom number or multiply it? How far can I trust the integer that comes out?

\section*{Answer}

Your exponential describes the transfer of one ion. The SET event also needs a cluster that is already large enough for that ion to make it stable. The population of such clusters depends on voltage through the charge of all their atoms, so $\alpha$ is added to the atom number.

\subsection*{Energies and rates}

Let $\eta>0$ be the magnitude of the cathodic overpotential, measured from equilibrium between the ions and bulk metal. Turning $n$ ions of valence $z$ into bulk metal lowers the free energy by $nze\eta$. A small cluster costs an excess $\Phi(n)$ over bulk metal, because its atoms lack neighbours. Hence
\begin{equation}
\Delta G(n)=\Phi(n)-nze\eta,\qquad \Delta G(0)=0 .
\end{equation}
The critical nucleus, with $N_c$ atoms, is at the maximum of $\Delta G$:
\begin{equation}
\Phi(N_c+1)-\Phi(N_c)<ze\eta<\Phi(N_c)-\Phi(N_c-1).
\end{equation}
One more atom takes the cluster downhill.

Write $u=ze\eta/k_BT$. A fraction $\alpha$ of the electrical energy lowers the attachment barrier, and the rest raises the detachment barrier:
\begin{align}
w_+&=w_0e^{\alpha u},\\
w_-(n)&=w_0\exp\left[\frac{\Phi(n)-\Phi(n-1)}{k_BT}-(1-\alpha)u\right].
\end{align}
I take $w_0$ to be the same for all sizes, and $w_0$ and $\Phi$ to be independent of voltage. Dividing the rates, the exponents $-(1-\alpha)u$ and $-\alpha u$ add to $-u$, so
\begin{equation}
\frac{w_-(n)}{w_+}=e^{g_n-g_{n-1}},\qquad g_n=\frac{\Delta G(n)}{k_BT}.
\end{equation}

\subsection*{Mean time to pass the nucleus}

Let $\tau_n$ be the mean time for a cluster of $n$ atoms to reach $n+1$ for the first time. It waits $1/(w_++w_-)$ on average. With probability $w_-/(w_++w_-)$ it then loses an atom and must regain size $n$ before trying again:
\begin{equation}
\tau_n=\frac{1}{w_++w_-(n)}+\frac{w_-(n)}{w_++w_-(n)}(\tau_{n-1}+\tau_n).
\end{equation}
Multiplying by $w_++w_-(n)$ and cancelling $w_-(n)\tau_n$ gives
\begin{equation}
w_+\tau_n=1+w_-(n)\tau_{n-1}.
\end{equation}
Divide by $w_+$, insert the rate ratio and multiply by $e^{-g_n}$:
\begin{equation}
e^{-g_n}\tau_n=\frac{e^{-g_n}}{w_+}+e^{-g_{n-1}}\tau_{n-1}.
\end{equation}
Since $\tau_0=1/w_+$, repeated substitution yields
\begin{equation}
\tau_n=\frac1{w_+}\sum_{k=0}^{n}e^{g_n-g_k}.
\end{equation}
The time to grow from an empty site to a safely stable size $L$ is therefore
\begin{equation}
t_{\rm site}=\frac1{w_+}\sum_{n=0}^{L-1}\sum_{k=0}^{n}e^{g_n-g_k}.
\label{eq:double}
\end{equation}
Suppose $\Delta G$ rises to one maximum and then falls, in steps of several $k_BT$. Suppose also that $e^{g_{N_c}}\gg L$, so that the $L$ terms with $n=k$, each equal to 1, are negligible. Then the term $n=N_c$, $k=0$ dominates:
\begin{equation}
t_{\rm site}\simeq\frac{1}{w_0}
\exp\left[\frac{\Phi(N_c)}{k_BT}-(N_c+\alpha)\frac{ze\eta}{k_BT}\right].
\end{equation}
The $N_c$ charges come from the population of critical clusters, and $\alpha$ comes from the next attachment.

A site makes many independent failed attempts before it succeeds, so its waiting time is nearly exponential. The probability that none of $M$ independent, identical sites has succeeded is then $e^{-Mt/t_{\rm site}}$, and the mean time to the first success is $t=t_{\rm site}/M$. This changes the prefactor, not the slope, provided $t_{\rm site}/M$ stays much longer than one successful climb, which takes a time of order $L/w_+$. With a low barrier or very many sites the $1/M$ rule fails.

\subsection*{The integer}

At fixed temperature, site number and ion activity, and with $N_c$ constant over the voltage window,
\begin{equation}
-\frac{d\ln t}{d\eta}=\frac{(N_c+\alpha)ze}{k_BT}.
\end{equation}
One decade is a change of $\ln10$ in $\ln t$, so the voltage per decade is
\begin{equation}
S=\frac{k_BT\ln10}{(N_c+\alpha)ze}
\quad\Longrightarrow\quad
N_c=\frac{k_BT\ln10}{zeS}-\alpha .
\end{equation}
At 300 K, $k_BT\ln10/e=59.53$ mV. With $z=1$,
\begin{equation}
N_c=\frac{59.53}{17}-\frac12=3.50-0.50=3.00 .
\end{equation}
The critical nucleus has three atoms, and the fourth makes it stable. Two atoms would give 23.8 mV per decade and four would give 13.2 mV. Your 119 mV is the case $N_c=0$, in which there is no nucleation barrier: every attachment is downhill, $t_{\rm site}\simeq L/w_+$, and only $\alpha$ sets the slope.

The result does not hinge on $\alpha=1/2$: if $N_c+\alpha=3.50$ and $0<\alpha<1$, the integer is still 3. The valence does matter. For $z=2$ and $\alpha=1/2$ the formula gives 1.25, which is not an integer, but $N_c=1$ with $\alpha=0.75$ would fit. The slope alone cannot identify the ion.

\subsection*{A model cell with numbers}

Take energy steps $\Phi(n)-\Phi(n-1)$ of 0.40, 0.38, 0.37 and 0.02 eV for the first four atoms and 0.01 eV for each later one. Then $\Phi(3)=1.15$ eV, and $N_c=3$ throughout the window 0.15 to 0.25 V. An attempt frequency of $10^{13}$ s$^{-1}$ and an attachment barrier of 0.50 eV give $w_0=3.98\times10^4$ s$^{-1}$. Let there be $M=1000$ sites.

At $\eta=0.20$ V, $\Delta G(3)=1.15-3(0.20)=0.55$ eV. With $k_BT=0.02585$ eV,
\begin{equation}
t\simeq\frac{\exp[(0.55-0.10)/0.02585]}{1000\,(3.98\times10^4\ {\rm s}^{-1})}\simeq0.91\ {\rm s},
\end{equation}
where 0.10 eV is $\alpha e\eta$. Solving the rate equations for the full chain, without the one-term approximation, gives 798 s, 0.913 s and 1.06 ms at 0.15, 0.20 and 0.25 V. The slope between the end points is 17.02 mV per decade, which returns $N_c=2.998$.

The small departure from 3 follows from \eqref{eq:double}. Each term there carries $n-k+\alpha$ charges, so the local slope measures a weighted mean of $n-k$. At 0.25 V the main corrections have $n-k=2$ and pull the apparent $N_c$ to 2.987. At 0.15 V the term $n=4$, $k=0$ raises it to 3.006.

The slope law was also tested on 24 chains at 0.20 V, with $N_c=0$ to 5, $z=1,2$ and $\alpha=0.3,0.5$. Each step of $\Delta G$ was 0.25 eV, upward to the nucleus and downward after it. The largest error in $z(N_c+\alpha)$ was 0.001.

\subsection*{How the inference can fail}

\paragraph{Scatter.} For an exponential time with unit mean, $\langle t^s\rangle=\Gamma(1+s)$. The second derivative of $\ln\Gamma(1+s)$ at $s=0$ is the variance of $\ln t$, namely $\pi^2/6$. Thus $\log_{10}t$ has standard deviation $\pi/(\sqrt6\ln10)=0.557$. With 20 repeats at each of 11 voltages spaced by 10 mV, $\sum(V-\bar V)^2=20(0.011)=0.22$ V$^2$. The standard error of $N_c$ from a straight-line fit to the logarithms of the individual times is then
\begin{equation}
\frac{0.557}{\sqrt{0.22}\ {\rm V}}\,(0.05953\ {\rm V})=0.07 .
\end{equation}
Simulated repeats of this experiment gave the same 0.07. Averaging the 20 times at each voltage before taking the logarithm lowers the error to about 0.055. A few pulses at two nearby voltages would not be enough.

\paragraph{Changing nucleus size.} The model cell keeps $N_c=3$ over the whole window only because its fourth energy step lies 0.35 eV below the third. For a smooth profile such as $\Phi=a\,n^{2/3}$ with $a=0.43$ eV, the third and fourth steps are 0.212 and 0.189 eV, so $N_c=3$ holds over only 23 mV, less than $k_BT/e$. The maximum of $\Delta G$ then moves from 7 atoms at 0.15 V to 2 atoms at 0.25 V, the plot of $\log t$ against $\eta$ is curved, and a single fitted slope gives an average size that need not be an integer. The integer reading requires a plot that is straight over the window.

\paragraph{Voltage sharing.} A constant voltage offset leaves the slope unchanged as long as the one-term law holds with the same $N_c$ over the shifted window. If only a fraction $f$ of each increment reaches the cathode interface, however, $d\eta=f\,dV$ and the measured slope gives $N_c+\alpha=3.50/f$. With $\alpha=1/2$, the nearest integer is 4 for $f$ between about 0.70 and 0.875, and larger for smaller $f$.

\paragraph{Diffuse layer.} Suppose a potential $\phi_d$ drops in the ion-rich layer next to the cathode. It raises the ion density at the reaction plane by $e^{ze\phi_d/k_BT}$, while the barrier feels $\eta-\phi_d$. The attachment exponent becomes $ze[\phi_d+\alpha(\eta-\phi_d)]/k_BT$. With $s=d\phi_d/d\eta$, differentiation gives
\begin{equation}
\alpha_{\rm eff}=s+\alpha(1-s)=\alpha+(1-\alpha)s .
\end{equation}
The cluster term stays $N_cze\eta$, because ions in the diffuse layer are in equilibrium with those in the bulk electrolyte.

To size $s$, take monovalent mobile cations of bulk density $c$ on a fixed anion background, with no interfacial charge at $\eta=0$. Let $y=e\phi_d/k_BT$. Integrating Poisson's equation once, with charge density $ec(e^y-1)$, gives the interface field $E$ through
\begin{equation}
\tfrac12\varepsilon E^2=ck_BT(e^y-1-y),\qquad \eta=\phi_d+dE,
\end{equation}
where $d$ is the compact-layer thickness. For $c=10^{20}$ cm$^{-3}$, relative permittivity 7, $d=0.3$ nm and $\eta=0.20$ V, the diffuse drop is 73.5 mV and $s=0.25$. Hence $\alpha_{\rm eff}=0.63$ and the slope is 16.4 mV per decade. Reading that slope with $\alpha=1/2$ would give $N_c=3.13$, still nearest to 3.

\paragraph{Growth.} After nucleation the filament must cross the film. Suppose that each net attachment advances the filament by one layer. For a 20 nm film, 0.25 nm layers and the overpotential held fixed, the estimate is
\begin{equation}
t_g=\frac{20/0.25}{w_0[e^{\alpha u}-e^{-(1-\alpha)u}]},
\end{equation}
or 16 $\mu$s at 0.25 V, 1.5\% of the nucleation time. The ratio of nucleation to growth time, 66 there, falls by about a decade per $59.53/3=19.8$ mV. Extrapolation makes the two times equal near 0.29 V. At higher voltage growth dominates, and the slope tends to 119 mV per decade as long as charge transfer, rather than ion transport or series resistance, limits the growth. Data from that range must not be fitted with the nucleation law.

\paragraph{Temperature.} If the cell were really at 310 K, the same 17 mV would give $N_c=3.12$. A leakage of 1 nA at 0.20 V through a thermal resistance of $10^6$ K/W heats it by only $2\times10^{-4}$ K. At 358 K the same three-atom nucleus gives 20.3 mV per decade, so the actual temperature must be used.

\subsection*{Comparison with real cells}

Silver-ion cells with films some tens of nanometres thick are the rough real counterpart. The attempt frequency is of the usual order for atomic vibrations, but the cluster energies, barrier and site number are chosen values, not computed properties of silver. The compact-layer field, 4.2 MV/cm, is very high, and the interfacial ion density is 17 times the bulk value. The bulk screening length, 0.32 nm, is also much shorter than the mean spacing of the mobile ions, 2.2 nm. A continuum of point ions is therefore outside its range of validity here, and the diffuse-layer numbers illustrate the point-ion model rather than estimate the effect in a real film. Even the direction is uncertain: if crowding saturates the ion density at the interface, the density no longer rises with $\phi_d$, while the barrier still loses that part of the voltage, and $\alpha_{\rm eff}$ can fall below $\alpha$. Real interfaces also have unequal sites. If these stay fixed, the rates of the sites add and the first success is still exponential, but the slope then measures a rate-weighted mean of $N_c$ over the sites: sites with $N_c=2$ and $N_c=3$ that contribute equal rates give 2.5. If the total rate changes between repeats or between cells, the scatter exceeds 0.557 decades. Voltage sharing can change the integer even when nucleation is the bottleneck: $f=0.8$ would turn 3.00 into $3.50/0.8-0.5=3.9$. The three-atom nucleus is thus an inference within this model, not a direct count of atoms. The numerical output below lists the values used for the model cell.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 300 K; datum: 17 mV per decade
Thermal voltage kT/e: 25.852 mV
kT ln10/e: 59.53 mV
Nc + alpha from datum, z=1: 3.502
Nc from datum, z=1, alpha=0.5: 3.002 -> 3
Nc from datum, z=2, alpha=0.5: 1.251
Predicted slope, Nc=0: 119.05 mV/decade
Predicted slope, Nc=1: 39.68 mV/decade
Predicted slope, Nc=2: 23.81 mV/decade
Predicted slope, Nc=3: 17.01 mV/decade
Predicted slope, Nc=4: 13.23 mV/decade
Predicted slope, Nc=5: 10.82 mV/decade
Largest error of law in 24 chains: 1.1e-03 charges
Cluster energy steps 1-5: [0.4, 0.38, 0.37, 0.02, 0.01] eV
Excess energy of three atoms: 1.15 eV
Attachment barrier: 0.50 eV; attempts: 1e+13 1/s
Attachment rate at eta=0: 3.984e+04 1/s; sites: 1000
eta=0.15 V: nucleus barrier 0.70 eV, SET time 7.982e+02 s, law 7.928e+02 s
eta=0.20 V: nucleus barrier 0.55 eV, SET time 9.131e-01 s, law 9.105e-01 s
eta=0.25 V: nucleus barrier 0.40 eV, SET time 1.059e-03 s, law 1.046e-03 s
Largest deviation of time law: 1.29 %
Slope of full chain, 0.15-0.25 V: 17.02 mV/decade
Nc from full-chain slope: 2.998
Local Nc at 0.15, 0.20, 0.25 V: 3.006 2.999 2.987
Time shift, chain of 10 to 14 atoms: 2.3e-09 (relative)
First-of-all-sites mean at 0.20 V: 9.131e-01 s
Scatter of log10 time: 0.557 decades
Measurements: 11 voltages x 20 repeats
Standard error of Nc: formula 0.071, simulated 0.073
Electrolyte: 20 nm; atomic layer: 0.25 nm
Growth time at 0.20 V: 4.20e-05 s; at 0.25 V: 1.60e-05 s
Nc inferred with growth time added: 2.995
Mobile ions: 1e+20 cm^-3; permittivity: 7
Compact layer: 0.3 nm
Diffuse drop at 0.20 V: 73.5 mV
Compact field: 4.22 MV/cm
Ion density at interface: 1.72e+21 cm^-3
Diffuse share of increment: 0.252; alpha_eff: 0.626
Slope with diffuse layer: 16.42 mV/decade
Nc inferred if diffuse layer ignored: 3.125
Voltage fraction below which Nc rounds to 4: 0.875
Nc from datum if T were 310 K: 3.118
Slope at 358 K: 20.31 mV/decade
Leakage: 1 nA; thermal resistance: 1e+06 K/W
Joule heating before SET at 0.20 V: 2.0e-04 K
\end{verbatim}
